# The Friedberg-Hartmann-Manassah line shift of an atomic slab

## Result and conventions

A slab $0<z<L$ in vacuum contains $N$ identical atoms per unit volume. A weak plane wave with wavenumber $k$ falls on it at normal incidence. To first order in $N$, the peak of the extinction $1-T$, where $T$ is the transmitted power fraction, lies at

$$
\Delta_{\rm peak}=\Delta_{LL}+\frac34|\Delta_{LL}|\left[1-\frac{\sin 2kL}{2kL}\right],
\qquad
\Delta_{LL}=-\frac{Nd^2}{3\varepsilon_0\hbar}.
$$

Here $\Delta=\omega-\omega_0$ is the detuning, so a negative shift is a redshift. The time factor is $e^{-i\omega t}$. Each atom has an isotropic $J=0\to1$ transition with dipole element $d$ along the field and half width $\gamma$. The line is narrow compared with $\omega_0$, so $k$ is held at its resonance value. The single-atom Lamb shift is included in $\omega_0$; collisional shifts are left out.

The result belongs to a mean-field model: each atom responds to the average polarization around it. Repeated photon exchange within a close pair is omitted. For stationary atoms such exchange can change the shift even at first order in $N$, and it does so even when $\gamma$ far exceeds the radiative width, so neither low density nor a broad line guarantees the formula. The width $\gamma$ is homogeneous: every atom has the same Lorentzian line.

## 1. One atom

Let the field be $\mathrm{Re}(Ee^{-i\omega t})$, and let $b$ be the excited-state amplitude in the rotating frame. For weak driving the ground-state amplitude stays near one. Dropping the counter-rotating term gives

$$
i\dot b=-(\Delta+i\gamma)b-\frac{dE}{2\hbar}.
$$

In the steady state $b=-dE/[2\hbar(\Delta+i\gamma)]$. The complex dipole amplitude is $p=2db$, hence

$$
p=\alpha E,\qquad \alpha=-\frac{d^2}{\hbar(\Delta+i\gamma)}.
$$

The absorptive part, $\mathrm{Im}\,\alpha=d^2\gamma/[\hbar(\Delta^2+\gamma^2)]$, is positive and peaks at $\Delta=0$. Any displacement of the line in the slab must come from the fields of the other atoms.

## 2. From one dipole to a plane of dipoles

The $x$ field of a unit dipole along $x$ is $(k^2+\partial_x^2)e^{ikr}/(4\pi\varepsilon_0r)$, or

$$
\frac{e^{ikr}}{4\pi\varepsilon_0r}\left[k^2\left(1-\frac{x^2}{r^2}\right)+\left(\frac1{r^2}-\frac{ik}{r}\right)\left(\frac{3x^2}{r^2}-1\right)\right].
$$

Consider a uniformly polarized plane at distance $|z|$ from the observer. Averaging over azimuth replaces $x^2$ by $(r^2-z^2)/2$; the field components along $y$ and $z$ average to zero. At fixed $z$ the area element is $2\pi r\,dr$. Including only separations $r>R$, the field per unit surface polarization is

$$
\frac1{4\varepsilon_0}\int_R^\infty e^{ikr}\left[k^2\left(1+\frac{z^2}{r^2}\right)+\left(\frac1{r^2}-\frac{ik}{r}\right)\left(1-\frac{3z^2}{r^2}\right)\right]dr.
$$

The integrand is the derivative of

$$
e^{ikr}\left(-ik-\frac1r-\frac{ikz^2}{r^2}+\frac{z^2}{r^3}\right).
$$

Differentiating the four terms gives, in turn, $k^2$; $-ik/r+1/r^2$; $k^2z^2/r^2+2ikz^2/r^3$; and $ikz^2/r^3-3z^2/r^4$, each times $e^{ikr}$. Their sum is the integrand. The oscillating upper limit vanishes for a very wide beam with infinitesimal damping, leaving

$$
K_R(z)=\frac{e^{ikR}}{4\varepsilon_0}\left(ik+\frac1R+\frac{ikz^2}{R^2}-\frac{z^2}{R^3}\right).
$$

If the whole plane contributes, $R=|z|$. The inverse-distance terms cancel and $K=(ik/2\varepsilon_0)e^{ik|z|}$: a plane of dipoles emits equal plane waves to both sides.

Now exclude a sphere of radius $a$ around the observing atom, with $ka\ll1$ and $a\ll L$. Planes with $|z|<a$ have $R=a$. As $ka\to0$, the terms containing $k$ vanish after integration over this short interval, as does the integral of the plane-wave kernel. The remaining excess is

$$
\frac1{4\varepsilon_0}\int_{-a}^{a}\left(\frac1a-\frac{z^2}{a^3}\right)dz
=\frac1{4\varepsilon_0}\left(2-\frac23\right)=\frac1{3\varepsilon_0}.
$$

The polarization $P$ is nearly constant across the sphere. Apart from the negligible layers within $a$ of the faces, the field on an atom is therefore $E_{\rm loc}=E+P/(3\varepsilon_0)$, with

$$
E(z)=E_0e^{ikz}+\frac{ik}{2\varepsilon_0}\int_0^L P(z')e^{ik|z-z'|}dz'.
$$

Direct numerical integration at $ka=0.01$ gives the local-field factor $0.3333/\varepsilon_0$.

## 3. The very thin slab

Put $P=N\alpha E_{\rm loc}$ and use $-Nd^2/\hbar=3\varepsilon_0\Delta_{LL}$:

$$
(\Delta+i\gamma)P=3\varepsilon_0\Delta_{LL}E+\Delta_{LL}P.
$$

Moving the last term to the left gives

$$
(\Delta+i\gamma-\Delta_{LL})P=3\varepsilon_0\Delta_{LL}E. \tag{1}
$$

For $kL\to0$ at fixed density, the integral in $E$ vanishes and $E\to E_0$. The response is then centred at $\Delta_{LL}$. This is the Lorentz-Lorenz redshift: the near field of the surrounding polarization adds to the driving field and lowers the resonance frequency.

The shift can also be written with the radiative decay rate $\Gamma$. As $r\to0$, the imaginary part of the dipole field is

$$
\frac{k^3}{4\pi\varepsilon_0}\left[\left(1-\frac{x^2}{r^2}\right)+\frac13\left(\frac{3x^2}{r^2}-1\right)\right]=\frac{k^3}{6\pi\varepsilon_0},
$$

because $\sin kr-kr\cos kr\to(kr)^3/3$. Acting back on its own dipole, this field adds $d^2k^3/(6\pi\varepsilon_0\hbar)$ to the half width. That amount is $\Gamma/2$, so

$$
\Gamma=\frac{d^2k^3}{3\pi\varepsilon_0\hbar},\qquad
\Delta_{LL}=-\pi\frac{N}{k^3}\Gamma.
$$

The self-field serves here only to identify $\Gamma$; radiative decay is already part of $\gamma$.

## 4. Finite thickness: one more scattering

Let $D=\Delta+i\gamma$. The first-order polarization is

$$
P_1(z)=\frac{3\varepsilon_0\Delta_{LL}E_0}{D}e^{ikz}.
$$

At the next order this polarization acts through the local term and through its radiated waves:

$$
P_2(z)=\frac{\Delta_{LL}}D\left[P_1(z)+\frac{3ik}{2}\int_0^L P_1(z')e^{ik|z-z'|}dz'\right].
$$

Beyond the slab, $|z-z'|=z-z'$. The transmitted amplitude relative to the vacuum wave is therefore

$$
t=1+\frac{ik}{2\varepsilon_0E_0}\int_0^L P(z)e^{-ikz}dz.
$$

Inserting $P_1+P_2$ gives

$$
t-1=\frac{iA}{D}\left(1+\frac SD\right)+O(N^3),\quad
A=\frac{3\Delta_{LL}kL}{2},\quad S=\Delta_{LL}(1+3G), \tag{2}
$$

where

$$
G=\frac{ik}{2L}\int_0^L\!\!\int_0^L e^{-ikz}e^{ik|z-z'|}e^{ikz'}dz\,dz'.
$$

The expansion requires $|\Delta_{LL}|\ll\gamma$ and $|A|\ll\gamma$.

For $z>z'$ the phases cancel, and this half of the square contributes $L^2/2$. These waves travel forward, in step with the incident wave. For $z<z'$ the phase is $2k(z'-z)$. With $u=z'-z$, a given $u$ occurs over a length $L-u$, so integration by parts gives

$$
\int_0^L(L-u)e^{2iku}du
=-\frac{L}{2ik}+\frac{e^{2ikL}-1}{(2ik)^2}
=\frac{iL}{2k}+\frac{1-e^{2ikL}}{4k^2}.
$$

Adding both halves and multiplying by $ik/2L$,

$$
G=\frac{ikL}{4}-\frac14+\frac{i(1-e^{2ikL})}{8kL}.
$$

Since $-ie^{2ikL}$ has real part $\sin2kL$, the two parts are

$$
\mathrm{Re}\,G=-\frac14\left[1-\frac{\sin2kL}{2kL}\right],\qquad
\mathrm{Im}\,G=\frac14\left[kL+\frac{\sin^2kL}{kL}\right].
$$

The forward waves contribute only to $\mathrm{Im}\,G$. The real part, and with it the thickness-dependent shift, comes from waves emitted backward. To this order $(1+S/D)/D\simeq1/(D-S)$, so the forward amplitude is also broadened: its half width becomes $\gamma+3|\Delta_{LL}|\,\mathrm{Im}\,G$.

As $kL\to0$, $\mathrm{Re}\,G\to0$ and the thin-slab result returns.

## 5. From the amplitude to the observed peak

The extinction is $1-T=-2\,\mathrm{Re}(t-1)-|t-1|^2$. Through second order in density,

$$
1-T=-\frac{2A\gamma}{\Delta^2+\gamma^2}
+2A\,\mathrm{Im}\frac{S}{D^2}-\frac{A^2}{\Delta^2+\gamma^2}.
$$

The first term is positive because $A<0$. Near $\Delta=0$ its slope is $4A\Delta/\gamma^3$. For the second term, $D^3=-i\gamma^3$ at $\Delta=0$, so the slope is

$$
2A\,\mathrm{Im}\left(-\frac{2S}{D^3}\right)
=2A\,\mathrm{Im}\left(-\frac{2iS}{\gamma^3}\right)
=-\frac{4A\,\mathrm{Re}\,S}{\gamma^3}.
$$

The third term has slope $2A^2\Delta/\gamma^4$. At the peak $\Delta$ is itself of order $N$, which makes this slope third order and negligible beside the other two. Setting the sum to zero gives $\Delta_{\rm peak}=\mathrm{Re}\,S$, or

$$
\Delta_{\rm peak}=\Delta_{LL}-\frac34\Delta_{LL}\left[1-\frac{\sin2kL}{2kL}\right].
$$

Because $-\Delta_{LL}=|\Delta_{LL}|$, this is the stated result.

The absorbed fraction is $1-T-R$, where $R$ is the reflected fraction. The leading term of $R$ is of order $N^2$ and even in $\Delta$. It does not move the peak at first order, so absorption and extinction share the same shift.

## 6. Thin, thick and intermediate slabs

For small $kL$, $\sin(2kL)/(2kL)\simeq1-2(kL)^2/3$, and

$$
\Delta_{\rm peak}\simeq\Delta_{LL}\left[1-\frac{(kL)^2}{2}\right].
$$

For large $kL$, with the density low enough that $|A|\ll\gamma$ still holds, the shift tends to $\Delta_{LL}/4$. The refractive index gives this limit by another route. Since $(\partial_z^2+k^2)e^{ik|z|}=2ik\,\delta(z)$, the field equation of Section 2 implies $E''+k^2E=-k^2P/\varepsilon_0$. With (1), the index obeys

$$
n^2=1+\chi,\qquad \chi=\frac{3\Delta_{LL}}{D-\Delta_{LL}}.
$$

Expanding $n=1+\chi/2-\chi^2/8+\dots$ through second order in density,

$$
n-1=\frac{3\Delta_{LL}}{2D}\left(1+\frac{\Delta_{LL}}D-\frac{3\Delta_{LL}}{4D}\right)
=\frac{3\Delta_{LL}}{2D}\left(1+\frac{\Delta_{LL}}{4D}\right).
$$

The slope argument of Section 5 places the peak of $\mathrm{Im}\,n$ at $\Delta_{LL}/4$. Three quarters of the redshift is thus removed even in the bulk absorption coefficient, where there are no faces.

Between the limits the first-order shift oscillates but stays red. Write it as $\Delta_{LL}[1+3\sin(x)/x]/4$ with $x=2kL$. A blueshift would need $\sin(x)/x<-1/3$. This ratio is positive for $x<\pi$, and for $x\geq\pi$ its magnitude is at most $1/\pi<1/3$.

## 7. A second case: the reflected line

The reflected amplitude is $r=(ik/2\varepsilon_0E_0)\int_0^L P e^{ikz}dz$. The iteration of Section 4 now gives $r\propto(1+S_r/D)/D$, with $S_r=\Delta_{LL}(1+3G_r)$. The double integral is symmetric in $z$ and $z'$, so it equals twice the part with $z>z'$, where the phase is $2kz$:

$$
G_r=ik\,\frac{\int_0^L z\,e^{2ikz}dz}{\int_0^L e^{2ikz}dz}.
$$

Measure position from the centre, $z=L/2+s$. By symmetry,

$$
G_r=\frac{ikL}{2}-k\,\frac{\int_{-L/2}^{L/2}s\sin(2ks)\,ds}{\int_{-L/2}^{L/2}\cos(2ks)\,ds}.
$$

The numerator integral is $-L\cos(kL)/(2k)+\sin(kL)/(2k^2)$, and the denominator is $\sin(kL)/k$. Hence $\mathrm{Re}\,G_r=(kL\cot kL-1)/2$.

The reflected power is proportional to $[1+2\,\mathrm{Re}(S_r/D)]/(\Delta^2+\gamma^2)$. Its logarithmic slope near the centre is $2(\mathrm{Re}\,S_r-\Delta)/\gamma^2$, so its peak lies at

$$
\Delta_R=\Delta_{LL}\left[1-\frac32(1-kL\cot kL)\right].
$$

For $kL\to0$ this also becomes $\Delta_{LL}$. At $kL=2$, however, it is $-1.873\,\Delta_{LL}$, a blueshift, while the extinction peak is at $0.108\,\Delta_{LL}$. Near $kL=m\pi$, with $m$ a positive integer, the leading reflected amplitude vanishes and this expansion fails.

## 8. Numbers for a model gas

Take a wavelength of 800 nm, $\Gamma/2\pi=6$ MHz, $\gamma/2\pi=500$ MHz and $N=10^{20}\ \mathrm{m^{-3}}$. These are round model parameters, and $\gamma$ is a homogeneous width held fixed as $N$ varies. It cannot stand in for a Doppler width. The slope argument of Section 5 uses the Lorentzian form $1/D$; for a static Gaussian spread of resonance frequencies with the same 500 MHz half width, the mean-field shift is about twice as large, $-5.66$ MHz at 100 nm. Frequencies below are divided by $2\pi$. With $N/k^3=0.20641$,

$$
\Delta_{LL}=-\pi(0.20641)(6\ \mathrm{MHz})=-3.891\ \mathrm{MHz}.
$$

At $L=100$ nm, $kL=0.7854$ and $\sin(2kL)/(2kL)=0.6366$. The first-order shift is

$$
-3.891+0.75(3.891)(1-0.6366)=-2.830\ \mathrm{MHz}.
$$

For comparison, the mean-field slab can be solved without expanding in density. Summing the internal reflections gives

$$
t=\frac{(1-\rho^2)e^{i(n-1)kL}}{1-\rho^2e^{2inkL}},\qquad \rho=\frac{1-n}{1+n}.
$$

The factor $1-\rho^2=4n/(1+n)^2$ is the product of the transmission coefficients at the two faces, and each round trip contributes $\rho^2e^{2inkL}$. At 100 nm the peak of this solution is at $-2.8325$ MHz.

The first-order redshift is weakest at $L=286$ nm, where it is $-0.339$ MHz, or $0.087\,\Delta_{LL}$. In this region higher orders count for more relative to the shift. At 300 nm the formula gives $-0.3535$ MHz and the full solution $-0.4117$ MHz. The difference is 1.5% of $|\Delta_{LL}|$ but 14% of the full shift.

Thickness alone does not order these differences. At 200 nm the two values are $-0.973$ and $-1.005$ MHz; at both 400 and 800 nm they are $-0.973$ and $-0.974$ MHz.

Density sets the clearer limit. At $L=200$ nm and $N=10^{21}\ \mathrm{m^{-3}}$, the formula gives $-9.7$ MHz and the full solution $-12.7$ MHz. The difference has grown about 93-fold for a tenfold rise in density, close to the factor 100 of a second-order correction. This rate depends on thickness: at 400 nm the second-order term is absent, and the difference grows from $0.001$ to $0.72$ MHz over the same range. At $10^{22}\ \mathrm{m^{-3}}$, $|\Delta_{LL}|$ is 389 MHz, comparable with $\gamma$. The values are then $-97$ and $-256$ MHz, and the first-order law no longer describes the peak.

These comparisons measure the error of the density expansion within the mean-field model. They do not measure the error of the mean-field assumption itself, which can be as large as the shift. For motionless point atoms at random positions with the $\gamma/\Gamma$ used here, repeated exchange within pairs moves the bulk absorption peak from $0.25\,\Delta_{LL}$ to about $-0.4\,\Delta_{LL}$, a blueshift, and adds about $2|\Delta_{LL}|$ to the half width. The rule that the shift stays red holds only within mean field. The numerical output below gives the remaining values.

## Numbers as computed

```
TESTS
local-field factor, ka = 0.01: 0.333300 (1/eps0)
integral equation vs slab, largest error: 5.9e-07
low density: kL, extinction shift/D_LL, formula, reflection shift/D_LL
  0.3  0.95580  0.95580  0.95473
  1.0  0.59099  0.59099  0.46314
  2.0  0.10810  0.10810  -1.87298
  4.0  0.34275  0.34275  4.68220
bulk Im n peak / D_LL: 0.25000
EXAMPLE (frequencies are omega/2pi)
wavelength: 800 nm
wavenumber k: 7.85398e+06 1/m
density N: 1.0e+20 1/m^3
N/k^3: 0.20641
radiative rate Gamma: 6.0 MHz
half width gamma: 500.0 MHz
dipole element d: 2.6168e-29 C m
Lorentz-Lorenz shift D_LL: -3.8907 MHz
L (nm), kL, sin(2kL)/(2kL), formula (MHz), full slab peak (MHz)
    50  0.3927   0.90032  -3.5999  -3.5999
   100  0.7854   0.63662  -2.8304  -2.8325
   200  1.5708  -0.00000  -0.9727  -1.0050
   300  2.3562  -0.21221  -0.3535  -0.4117
   400  3.1416   0.00000  -0.9727  -0.9736
   800  6.2832   0.00000  -0.9727  -0.9736
weakest redshift: kL = 2.2467, L = 286.1 nm
weakest redshift / D_LL: 0.08707
weakest redshift: -0.3388 MHz
L = 200 nm, higher density: N (1/m^3), formula, full peak (MHz)
  1.0e+21  -9.727  -12.734
  1.0e+22  -97.268  -255.860
```
